# Recovering an Isotropic Electron Blur Density from Its One-Axis Projection: verification in Python

```python
# Result under test: an isotropic 3D blur density rho(r) follows from its
# one-axis projection f(x) (y and z integrated out) as
#     rho(r) = -f'(r) / (2 pi r),
# so f = exp(-|x|/L)/(2L) gives rho = exp(-r/L)/(4 pi L^2 r)  (Yukawa).
# L: decay length; k: spatial angular frequency of the line pattern;
# flight: mean free flight; q: capture probability after each flight.
# Lengths are in nm throughout.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

L = 2.0
film = 30.0
pitch = 28.0
wavelength = 13.5
dose_mJ_cm2 = 30.0
absorption = 0.005
flight = 1.0
acid_sigma = 3.0
k = 2 * np.pi / pitch


def f_exp(x, length=L):
    return np.exp(-np.abs(x) / length) / (2 * length)


def yukawa(r, length=L):
    return np.exp(-r / length) / (4 * np.pi * length**2 * r)


def invert(f, r, h=1e-4):
    """Inversion formula with a numerical derivative of f."""
    return -(f(r + h) - f(r - h)) / (2 * h) / (2 * np.pi * r)


# Cartesian quadrature over one quadrant of the yz plane
nodes, weights = np.polynomial.legendre.leggauss(300)
side = 80.0
yq = 0.5 * side * (nodes + 1)
wq = 0.5 * side * weights
s_squared = yq[:, None]**2 + yq[None, :]**2
w_plane = 4 * wq[:, None] * wq[None, :]


def project(density, x):
    return np.sum(w_plane * density(np.sqrt(x**2 + s_squared)))


# --- inversion formula for three different projections
L_short = 1.0
L_long = np.sqrt(2 * L**2 - L_short**2)


def f_mix(x):
    return 0.5 * f_exp(x, L_short) + 0.5 * f_exp(x, L_long)


def f_sech(x):
    return 1 / (8 * np.cosh(x / 4.0)**2)


for f in (f_exp, f_mix, f_sech):
    for x in (1.0, 2.0, 5.0, 9.0):
        assert np.isclose(project(lambda r: invert(f, r), x), f(x), rtol=1e-6)
for x in (1.0, 2.0, 5.0):
    assert np.isclose(project(yukawa, x), f_exp(x), rtol=1e-8)

# --- hollow density: project it numerically, then recover it
a = 3.0


def hollow(r):
    return 2 * r**2 * np.exp(-(r / a)**2) / (3 * np.pi**1.5 * a**5)


def f_hollow(x):
    return project(hollow, x)


for r in (0.7, 2.0, 4.0):
    assert np.isclose(invert(f_hollow, r, 1e-3), hollow(r), rtol=1e-5)
profile = [f_hollow(x) for x in np.linspace(0.0, 8.0, 30)]
assert np.all(np.diff(profile) < 0)

# --- moments: <r^n> = (n+1) <|x|^n>, n = 0 being normalisation
for f in (f_exp, f_sech):
    for n in range(4):
        radial = quad(lambda r: 4*np.pi*r**(n+2)*invert(f, r),
                      1e-3, 100, limit=300)[0]
        axial = 2 * quad(lambda x: x**n * f(x), 0, 100, limit=300)[0]
        # the omitted core r < 0.001 nm holds less than 1e-6 of the events
        assert np.isclose(radial, (n + 1) * axial, rtol=3e-6)

# --- Yukawa density solves diffusion with capture, with unit source
rs, Ls = sp.symbols("r L", positive=True)
rho_s = sp.exp(-rs / Ls) / (4 * sp.pi * Ls**2 * rs)
laplacian = sp.diff(rs**2 * sp.diff(rho_s, rs), rs) / rs**2
assert sp.simplify(rho_s - Ls**2 * laplacian) == 0
flux = sp.simplify(-4 * sp.pi * rs**2 * Ls**2 * sp.diff(rho_s, rs))
assert sp.limit(flux, rs, 0, "+") == 1


# --- enclosed fraction and transfer factor
def enclosed(r):
    return 1 - (1 + r / L) * np.exp(-r / L)


for r in (1.0, 2.0, 6.0):
    direct = quad(lambda u: 4 * np.pi * u**2 * yukawa(u), 0, r)[0]
    assert np.isclose(direct, enclosed(r), rtol=1e-8)
r50 = brentq(lambda r: enclosed(r) - 0.5, 0.1, 40)
r90 = brentq(lambda r: enclosed(r) - 0.9, 0.1, 40)
mean_r = quad(lambda r: 4 * np.pi * r**3 * yukawa(r), 0, 80)[0]
rms_x = np.sqrt(2 * quad(lambda x: x**2 * f_exp(x), 0, 80)[0])
rms_r = np.sqrt(quad(lambda r: 4 * np.pi * r**4 * yukawa(r), 0, 80)[0])
assert np.allclose([mean_r, rms_x, rms_r],
                   [2 * L, np.sqrt(2) * L, np.sqrt(6) * L], rtol=1e-7)


def transfer_1d(f):
    return 2 * quad(lambda x: f(x) * np.cos(k * x), 0, 80, limit=300)[0]


contrast = 1 / (1 + (k * L)**2)
contrast_3d = quad(lambda r: 4 * np.pi * r * yukawa(r) * np.sin(k * r) / k,
                   0, 80, limit=300)[0]
assert np.isclose(transfer_1d(f_exp), contrast, rtol=1e-7)
assert np.isclose(contrast_3d, contrast, rtol=1e-7)


# --- common error: exponential taken as the 3D density itself
def rho_wrong(r):
    return np.exp(-r / L) / (8 * np.pi * L**3)


def f_wrong(x):
    return (1 + np.abs(x) / L) * np.exp(-np.abs(x) / L) / (4 * L)


for x in (0.5, 2.0, 6.0):
    assert np.isclose(project(rho_wrong, x), f_wrong(x), rtol=1e-7)
rms_wrong = np.sqrt(2 * quad(lambda x: x**2 * f_wrong(x), 0, 80)[0])
contrast_wrong = transfer_1d(f_wrong)
assert np.isclose(rms_wrong, 2 * L, rtol=1e-7)
assert np.isclose(contrast_wrong, contrast**2, rtol=1e-7)

# --- two electron ranges with the same variance
rms_mix = np.sqrt(2 * quad(lambda x: x**2 * f_mix(x), 0, 80)[0])
assert np.isclose(rms_mix, rms_x, rtol=1e-7)
contrast_mix = transfer_1d(f_mix)
rho_mix = invert(f_mix, 1.0)

# --- random walk with finite flights and capture
q = flight**2 / (3 * L**2)
count = 400_000
rng = np.random.default_rng(7)
position = np.zeros((count, 3))
alive = np.arange(count)
first_length = None
while alive.size:
    length = rng.exponential(flight, alive.size)
    cosine = rng.uniform(-1, 1, alive.size)
    sine = np.sqrt(1 - cosine**2)
    angle = rng.uniform(0, 2 * np.pi, alive.size)
    if first_length is None:
        first_length, first_x = length.copy(), length * cosine
    position[alive, 0] += length * cosine
    position[alive, 1] += length * sine * np.cos(angle)
    position[alive, 2] += length * sine * np.sin(angle)
    alive = alive[rng.random(alive.size) > q]
x_walk = position[:, 0]
r_walk = np.linalg.norm(position, axis=1)


def mean_error(sample):
    return np.mean(sample), np.std(sample) / np.sqrt(sample.size)


step_factor = np.arctan(k * flight) / (k * flight)
contrast_walk = q * step_factor / (1 - (1 - q) * step_factor)
value, error = mean_error(np.cos(k * x_walk))
assert abs(value - contrast_walk) < 5 * error
value, error = mean_error(x_walk**2)
assert abs(value - 2 * L**2) < 5 * error
core_walk, core_error = mean_error((r_walk < 1.0).astype(float))

# first flight with a cos^2 pattern along x, later flights unchanged
polar_cos = rng.choice([-1, 1], count) * rng.random(count)**(1 / 3)
x_polar = x_walk - first_x + first_length * polar_cos
extra_variance = 8 * flight**2 / 15
value, error = mean_error(x_polar**2 - x_walk**2)
assert abs(value - extra_variance) < 5 * error

# --- acid diffusion acts as an independent Gaussian displacement
acid_factor = np.exp(-(k * acid_sigma)**2 / 2)
x_acid = x_walk + rng.normal(0, acid_sigma, count)
value, error = mean_error(np.cos(k * x_acid))
assert abs(value - contrast_walk * acid_factor) < 5 * error


# --- film with perfectly absorbing faces, averaged over depth
def film_formula(freq):
    m = L / np.sqrt(1 + (freq * L)**2)
    return (1 - 2*m/film * np.tanh(film/(2*m))) / (1 + (freq*L)**2)


def film_numeric(freq, n=3000):
    h = film / (n + 1)
    band = np.zeros((3, n))
    band[0, 1:] = band[2, :-1] = -L**2 / h**2
    band[1] = 2 * L**2 / h**2 + 1 + (freq * L)**2
    return np.sum(solve_banded((1, 1), band, np.ones(n))) * h / film


for freq in (0.0, k):
    assert np.isclose(film_numeric(freq), film_formula(freq), rtol=2e-5)
film_loss = 1 - film_formula(0.0)
contrast_film = film_formula(k) / film_formula(0.0)

# --- photon statistics near the top of the film
photon_J = const.h * const.c / (wavelength * 1e-9)
photon_eV = photon_J / const.e
photons_nm2 = dose_mJ_cm2 * 1e-3 * 1e4 / photon_J * 1e-18
absorbed_nm3 = photons_nm2 * absorption
events = absorbed_nm3 * 4 * np.pi / 3 * (2 * L)**3
depth_fall = 1 - np.exp(-absorption * film)

print(f"Decay length L: {L:.1f} nm")
print(f"Film thickness: {film:.1f} nm")
print(f"Line pitch: {pitch:.1f} nm")
print(f"Wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {photon_eV:.2f} eV")
print(f"Dose: {dose_mJ_cm2:.1f} mJ/cm2")
print(f"Absorption coefficient: {absorption:.4f} 1/nm")
print(f"Mean free flight: {flight:.1f} nm")
print(f"Acid diffusion sigma per axis: {acid_sigma:.1f} nm")
for r in (1.0, 2.0, 4.0, 8.0):
    print(f"At {r:.0f} nm: f = {f_exp(r):.5f} 1/nm, "
          f"rho = {yukawa(r):.3e} 1/nm3, "
          f"4 pi r^2 rho = {4*np.pi*r**2*yukawa(r):.5f} 1/nm")
print(f"Mean radius: {mean_r:.3f} nm")
print(f"RMS x: {rms_x:.3f} nm")
print(f"RMS radius: {rms_r:.3f} nm")
print(f"Radius enclosing 50%: {r50:.3f} nm")
print(f"Radius enclosing 90%: {r90:.3f} nm")
print(f"Fraction with r < L: {enclosed(L):.4f}")
print(f"Fraction with |x| < L: {2*quad(f_exp, 0, L)[0]:.4f}")
print(f"Pattern frequency k: {k:.5f} 1/nm")
print(f"Product k L: {k*L:.4f}")
print(f"Contrast factor, Yukawa: {contrast:.4f}")
print(f"RMS x, exponential 3D density: {rms_wrong:.3f} nm")
print(f"Contrast, exponential 3D density: {contrast_wrong:.4f}")
print(f"Walk capture probability q: {q:.5f}")
print(f"Contrast, finite flights: {contrast_walk:.4f}")
print(f"Fraction within 1 nm, Yukawa: {enclosed(1.0):.4f}")
print(f"Fraction within 1 nm, walk: {core_walk:.4f}")
print(f"Standard error of walk fraction: {core_error:.4f}")
print(f"Extra <x^2>, polarised first flight: {extra_variance:.3f} nm2")
print(f"Same, relative to 2L^2: {100*extra_variance/(2*L**2):.1f} %")
print(f"Two-range lengths: {L_short:.3f} and {L_long:.3f} nm")
print(f"Contrast, two ranges: {contrast_mix:.4f}")
print(f"rho at 1 nm, two ranges: {rho_mix:.3e} 1/nm3")
print(f"Ratio to single Yukawa at 1 nm: {rho_mix/yukawa(1.0):.3f}")
print(f"Loss at absorbing film faces: {100*film_loss:.1f} %")
print(f"Contrast, absorbing film: {contrast_film:.4f}")
print(f"Acid diffusion factor: {acid_factor:.4f}")
print(f"Contrast, Yukawa and acid: {contrast*acid_factor:.4f}")
print(f"Light lost from top to bottom: {100*depth_fall:.1f} %")
print(f"Incident photons: {photons_nm2:.2f} 1/nm2")
print(f"Absorbed photons near top: {absorbed_nm3:.4f} 1/nm3")
print(f"Mean absorptions in sphere of radius 2L: {events:.1f}")
print(f"Relative Poisson noise there: {100/np.sqrt(events):.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Decay length L: 2.0 nm
Film thickness: 30.0 nm
Line pitch: 28.0 nm
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Dose: 30.0 mJ/cm2
Absorption coefficient: 0.0050 1/nm
Mean free flight: 1.0 nm
Acid diffusion sigma per axis: 3.0 nm
At 1 nm: f = 0.15163 1/nm, rho = 1.207e-02 1/nm3, 4 pi r^2 rho = 0.15163 1/nm
At 2 nm: f = 0.09197 1/nm, rho = 3.659e-03 1/nm3, 4 pi r^2 rho = 0.18394 1/nm
At 4 nm: f = 0.03383 1/nm, rho = 6.731e-04 1/nm3, 4 pi r^2 rho = 0.13534 1/nm
At 8 nm: f = 0.00458 1/nm, rho = 4.555e-05 1/nm3, 4 pi r^2 rho = 0.03663 1/nm
Mean radius: 4.000 nm
RMS x: 2.828 nm
RMS radius: 4.899 nm
Radius enclosing 50%: 3.357 nm
Radius enclosing 90%: 7.779 nm
Fraction with r < L: 0.2642
Fraction with |x| < L: 0.6321
Pattern frequency k: 0.22440 1/nm
Product k L: 0.4488
Contrast factor, Yukawa: 0.8323
RMS x, exponential 3D density: 4.000 nm
Contrast, exponential 3D density: 0.6928
Walk capture probability q: 0.08333
Contrast, finite flights: 0.8342
Fraction within 1 nm, Yukawa: 0.0902
Fraction within 1 nm, walk: 0.1268
Standard error of walk fraction: 0.0005
Extra <x^2>, polarised first flight: 0.533 nm2
Same, relative to 2L^2: 6.7 %
Two-range lengths: 1.000 and 2.646 nm
Contrast, two ranges: 0.8457
rho at 1 nm, two ranges: 1.853e-02 1/nm3
Ratio to single Yukawa at 1 nm: 1.536
Loss at absorbing film faces: 13.3 %
Contrast, absorbing film: 0.8436
Acid diffusion factor: 0.7972
Contrast, Yukawa and acid: 0.6636
Light lost from top to bottom: 13.9 %
Incident photons: 20.39 1/nm2
Absorbed photons near top: 0.1019 1/nm3
Mean absorptions in sphere of radius 2L: 27.3
Relative Poisson noise there: 19.1 %
ALL CHECKS PASSED
```
